# Cubic Threshold Law for Internal Photoemission from a Semiconductor Valence Band, part 1

(Sections cited here and not found follow in the second part.)

## From excited electrons to the yield

Q: A capacitor has a semiconductor on one side, an oxide in the middle and a gate on the other side. Light of photon energy \(h\nu\) excites electrons in the semiconductor, and some of them cross the oxide and are counted as current. You want to read a band offset from that current. What is being measured, and from which level do you count energy?

A: The measured quantity is the yield \(Y\), the number of electrons that enter the oxide conduction band per absorbed photon. I count every electron energy \(E\) from the top of the semiconductor valence band at the interface. The top of the barrier into the oxide conduction band then lies at \(E=\Phi\), and the yield as a function of \(h\nu\) is to be used to find \(\Phi\).

Take an electron that starts at a depth \(\varepsilon\ge 0\) below the valence-band top. Its initial energy is \(-\varepsilon\), and after absorbing one photon its energy is

\[
E=h\nu-\varepsilon .
\]

No electron from the valence band can lie above \(E=h\nu\). If energy loss on the way to the interface is excluded, an electron can pass over the barrier when \(E\ge\Phi\), so the classical threshold is \(h\nu=\Phi\). I write

\[
x=h\nu-\Phi,\qquad u=E-\Phi ,
\]

for the excess photon energy and the excess electron energy. Above threshold the useful electrons have \(0\le u\le x\). The algebra is in atomic units, with \(\hbar\), the electron mass and the elementary charge equal to one; \(h\nu\) is kept as a single symbol for the photon energy.

Q: That gives a threshold but not a shape. How many electrons are there at each energy?

A: Let \(N(E)\,dE\) be the number of excited electrons per absorbed photon, with energies between \(E\) and \(E+dE\), that lie close enough to the interface to reach it without energy loss if they head towards it. The model takes

\[
N(E)=a\,\varepsilon=a\,(h\nu-E)=a\,(x-u),
\]

where the last form follows from \(h\nu-E=(h\nu-\Phi)-(E-\Phi)\). The slope \(a\) has the unit of inverse energy squared. The distribution is zero at the upper cutoff \(E=h\nu\) and rises linearly as one goes down from it. It rises with depth, not with \(E\).

Two conditions are contained in this line. The valence band must be full up to its top, so that no other function shapes the edge. And \(a\) must be constant over the range of photon energies that is used; if the optical absorption changes character inside that range, \(a\) changes with it and adds a shape of its own.

Q: Why linear? A parabolic band has a density of states that goes as a square root.

A: It does, and the linear edge is an assumption of this model. For a parabolic band the number of states down to depth \(\varepsilon\) is proportional to the volume of a sphere in wave-vector space, hence to \(k^3\), hence to \(\varepsilon^{3/2}\). Its derivative goes as \(\varepsilon^{1/2}\). If the excitation does not conserve wave vector, has a constant matrix element and ends in a smooth density of final states, then \(N\) inherits that square root.

The linear form is an effective description of an edge that vanishes at the cutoff and grows steadily below it. Real excitation also contains matrix elements, bands that are not parabolic and restrictions from wave-vector conservation. I do not derive the linear form from them. What can be done is to follow how the yield depends on this choice, and later to see how much error a wrong choice puts into \(\Phi\).

Q: Very well, \(N\) is an input. The chance of escape is not obviously linear in anything. An electron above the barrier has enough energy, so why does it not simply cross?

A: Because part of its kinetic energy is in motion parallel to the interface, and a flat interface does not turn that motion into forward motion. I describe the excited electron in the semiconductor by an isotropic parabolic band with bottom \(E_b\) and mass \(m_s\). Its kinetic energy is

\[
K=E-E_b=\frac{k^2}{2m_s}.
\]

If the electron travels at an angle \(\theta\) to the interface normal, its parallel wave vector obeys

\[
k_\parallel^2=k^2\sin^2\theta=2m_sK\sin^2\theta .
\]

On the oxide side the mass is \(m_{ox}\). At the top of the barrier, energy conservation reads

\[
E=\Phi+\frac{k_\parallel^2}{2m_{ox}}+\frac{k_z^2}{2m_{ox}},
\]

with the same \(k_\parallel\), since the flat interface conserves it. The electron can pass classically when \(k_z^2\ge 0\). With the mass ratio \(\gamma=m_{ox}/m_s\), the parallel term is

\[
\frac{k_\parallel^2}{2m_{ox}}=\frac{m_s}{m_{ox}}K\sin^2\theta=\frac{K\sin^2\theta}{\gamma}.
\]

The condition is therefore \(E-K\sin^2\theta/\gamma\ge\Phi\). Subtract \(E_b\) from both sides and define \(B=\Phi-E_b\), the kinetic energy that an electron has in the semiconductor at threshold:

\[
K\left(1-\frac{\sin^2\theta}{\gamma}\right)\ge B .
\]

Since \(K=E-E_b=B+u\), solving for the angle gives

\[
\sin^2\theta\le\gamma\left(1-\frac{B}{K}\right)=\frac{\gamma u}{B+u}.
\]

At threshold the right side is zero, and only motion along the normal succeeds. Above threshold a cone opens.

Q: How do you turn the cone into a probability?

A: I assume that the excited electrons have isotropic directions. The fraction inside a cone of half-angle \(\theta_c\) is its solid angle divided by \(4\pi\):

\[
P=\frac{1}{4\pi}\,2\pi\int_0^{\theta_c}\sin\theta\,d\theta=\frac{1-\cos\theta_c}{2}.
\]

Electrons that head away from the interface are included in the \(4\pi\), so they count as not escaping. Inserting the critical angle gives

\[
P(u)=\frac12\left[1-\sqrt{1-\frac{\gamma u}{B+u}}\,\right].
\]

For \(\gamma\le1\) the root is real at every \(u\ge0\). For \(\gamma>1\) the expression holds until the argument of the root reaches zero, where the whole forward hemisphere passes.

Now let \(u\ll B\). Put \(q=\gamma u/(B+u)\) and use \(1-\sqrt{1-q}=q/2+q^2/8+\dots\), so that \(P=q/4+q^2/16+\dots\). Also \(q=\gamma(u/B)(1-u/B+\dots)\). Collecting powers of \(u\),

\[
P=\frac{\gamma u}{4B}-\frac{\gamma u^2}{4B^2}+\frac{\gamma^2u^2}{16B^2}+\dots
=\frac{\gamma u}{4B}\left[1-\left(1-\frac{\gamma}{4}\right)\frac{u}{B}+\dots\right].
\]

The first term is the escape probability linear in excess energy.

Q: This rests on a spherical band about 3 eV up in a semiconductor, which I do not believe. Does the linear law fall with it?

A: The prefactor does, but the power needs less. The oxide accepts those parallel wave vectors for which \(k_\parallel^2/(2m_{ox})\le u\). They fill a disc of area

\[
\pi k_\parallel^2=2\pi m_{ox}u ,
\]

which is linear in \(u\) whatever happens in the semiconductor. For the spherical band, the surface of constant energy at threshold has area \(4\pi k^2=8\pi m_sB\). Near the normal direction a small patch of that surface and its projection on the interface plane have equal areas to leading order. The escaping fraction is then

\[
\frac{2\pi m_{ox}u}{8\pi m_sB}=\frac{\gamma u}{4B},
\]

the same result as from the cone. For another band shape the fraction stays linear in \(u\) if the surface of constant energy has a smooth, evenly occupied patch above the disc. If it has no states there, electrons that keep their parallel wave vector cannot leave at threshold, and this law does not apply.

The same argument relaxes the assumption of isotropic directions. As the disc shrinks, a smooth angular weight tends to its value at the centre of the disc. If that value is not zero, it changes the prefactor but not the power.

Q: Then combine the two ingredients. What is the yield?

A: Each energy contributes its number of electrons times their chance of escape:

\[
Y=\int_\Phi^{h\nu}N(E)\,P(E)\,dE=\int_0^x a(x-u)\,P(u)\,du .
\]

The limits changed because \(E=\Phi\) means \(u=0\) and \(E=h\nu\) means \(u=x\). With the leading term of \(P\),

\[
Y=\frac{a\gamma}{4B}\int_0^x(x-u)u\,du
=\frac{a\gamma}{4B}\left(\frac{x^3}{2}-\frac{x^3}{3}\right)
=\frac{a\gamma}{4B}\,\frac{x^3}{6},
\]

and therefore

\[
Y=\frac{a\gamma}{24B}\,(h\nu-\Phi)^3 .
\]

There are three powers because there are three small quantities. The range of useful energies has width \(x\), the number of electrons at a typical energy in that range is proportional to \(x\), and so is their escape probability. Taking the cube root,

\[
Y^{1/3}=\left(\frac{a\gamma}{24B}\right)^{1/3}(h\nu-\Phi),
\]

so a plot of \(Y^{1/3}\) against photon energy is a straight line that meets the axis at \(\Phi\). The unknown \(a\), \(\gamma\) and \(B\) affect its slope only, at this order.

Q: How near is "near threshold"? You dropped a term in \(P\).

A: Keep it. The extra integral is

\[
\int_0^x(x-u)u^2\,du=\frac{x^4}{3}-\frac{x^4}{4}=\frac{x^4}{12}.
\]

With the coefficient from the expansion of \(P\),

\[
Y=\frac{a\gamma}{4B}\left[\frac{x^3}{6}-\left(1-\frac{\gamma}{4}\right)\frac{x^4}{12B}+\dots\right]
=\frac{a\gamma x^3}{24B}\left[1-\left(1-\frac{\gamma}{4}\right)\frac{x}{2B}+\dots\right].
\]

The relevant comparison is between \(x\) and \(2B\). Take \(\gamma=0.2\) and \(B=1.886\) eV, values that will arise below for a silicon capacitor. The coefficient of \(x\) in the bracket is \(-0.95/(2\times1.886)=-0.252\) per eV. At \(x=0.02\) eV the yield lies 0.5% below the cubic law; at \(x=0.8\) eV the first correction alone is 20%.

The opposite limit is also instructive. If \(\gamma<1\) and \(x\gg B\), most of the electrons in the integral have \(u\gg B\), and \(P\) tends to the constant \((1-\sqrt{1-\gamma})/2\). The yield then goes as \(\int_0^x(x-u)\,du=x^2/2\), provided that the linear edge extends that far. A small \(B\) thus shrinks the range of the cubic law.

Q: Your expansion and your integral share the same cone formula. Is there evidence that does not use it?

A: One can count. Divide the energies from \(\Phi\) to \(h\nu\) into 1500 intervals and the cosines of the angle near the normal into another 1500. For each cell, compute the parallel energy in the oxide from the conserved wave vector, ask whether the remaining energy reaches \(\Phi\), and add the weight \(a(h\nu-E)\) if it does. No critical angle enters.

With the same \(\gamma\) and \(B\), the count at \(x=0.02\) eV is 0.9950 times the cubic formula, which agrees with the 0.5% just found. Doubling \(x\) to 0.04 eV raises the count by a factor \(2^{2.993}\). The small deficit from 3 is what the correction predicts: its bracket falls from 0.9950 to 0.9899, and the base-two logarithm of that ratio is \(-0.007\). At \(x=0.8\) eV, where the cubic formula itself is poor, the count was tested against the integral with the full cone and agrees within 0.5% of the latter.

Q: Suppose I insist on my square-root edge, or bring a metal instead. What becomes of the three?

A: Let \(N\propto(x-u)^s\) and \(P\propto u^r\), with \(s\) and \(r\) greater than \(-1\) so that the integral exists. Substituting \(u=xt\), \(du=x\,dt\),

\[
\int_0^x(x-u)^su^r\,du=x^{s+r+1}\int_0^1(1-t)^st^r\,dt .
\]

The last integral is a number, the beta function of \(s+1\) and \(r+1\). The power of the yield is thus \(s+r+1\).

With the linear escape law, \(r=1\). A metal at zero temperature has electrons up to its Fermi level, so its excited distribution starts with a step, \(s=0\), and the power is 2, with \(\Phi\) then counted from the Fermi level. A square-root edge, \(s=1/2\), gives \(5/2\). The linear edge, \(s=1\), gives 3. Evaluating the yield with the full cone at \(x=10^{-4}\) and \(2\times10^{-4}\) eV, again with \(\gamma=0.2\) and \(B=1.886\) eV, returns 2.000, 2.500 and 3.000.

The cubic law is therefore a statement about a linear edge combined with a linear escape law. Observing a power near three over a limited range does not establish both ingredients separately, since other pairs with \(s+r=2\) give the same power.

## From the yield to the band offset

Q: Before you go on, state what you are carrying over.

A: Energies are counted from the valence-band top of the semiconductor; \(\Phi\) is the top of the barrier, \(x=h\nu-\Phi\) and \(u=E-\Phi\). The emitter band has its bottom at \(E_b\), and \(B=\Phi-E_b\) is the kinetic energy at threshold. The mass ratio is \(\gamma=m_{ox}/m_s\), and \(a\) is the slope of the excited distribution \(N=a(h\nu-E)\). For isotropic directions and conserved parallel wave vector,

\[
P\simeq\frac{\gamma u}{4B},\qquad Y\simeq\frac{a\gamma x^3}{24B},
\]

and powers \(s\) of the edge and \(r\) of the escape law give a yield with the power \(s+r+1\).

Q: You let every electron cross once it has enough forward energy. A wave is partly reflected at a step, even above it. Is that a detail?

A: At an abrupt step it changes the power. Let \(W=E-k_\parallel^2/(2m_{ox})\) be the energy available for normal motion, and let \(T(W)\) be the transmission. With \(\mu=\cos\theta\),

\[
W=E-\frac{K(1-\mu^2)}{\gamma},\qquad dW=\frac{2K\mu}{\gamma}\,d\mu .
\]

The fraction of isotropic directions in \(d\mu\) is \(d\mu/2=\gamma\,dW/(4K\mu)\). Near threshold \(K\simeq B\) and \(\mu\simeq1\), so

\[
P(E)\simeq\frac{\gamma}{4B}\int^{E}T(W)\,dW .
\]

If \(T\) is zero below \(\Phi\) and one above it, the integral is \(u\) and the linear law returns. For an abrupt step with normal velocities \(v_1\) and \(v_2\) on the two sides, \(T=4v_1v_2/(v_1+v_2)^2\). Just above threshold \(v_2=\sqrt{2(W-\Phi)/m_{ox}}\) is much smaller than \(v_1\), and \(T\simeq4v_2/v_1\) goes as \((W-\Phi)^{1/2}\). Its integral goes as \(u^{3/2}\). With \(r=3/2\) and \(s=1\) the yield has the power \(7/2\). The full angular average, at \(x=10^{-5}\) and \(2\times10^{-5}\) eV with \(\gamma=0.2\) and \(B=1.886\) eV, gives 3.497.

Q: Then which power should I expect for a real barrier?

A: That depends on how \(T\) varies over the range of energies used. Insert \(P\) into the yield and exchange the order of integration. For a given \(W\), all \(E\) from \(W\) to \(h\nu\) contribute:

\[
Y=\frac{a\gamma}{4B}\int^{h\nu}dW\,T(W)\int_W^{h\nu}(h\nu-E)\,dE
=\frac{a\gamma}{4B}\int^{h\nu}T(W)\,\frac{(h\nu-W)^2}{2}\,dW .
\]

A unit step in \(T\) gives \(x^3/6\) for the integral, as before. For the abrupt step at \(x=10^{-4}\) eV, this formula was tested against the angular average and agrees within 0.5%. It also admits tunnelling, because \(W\) may lie below \(\Phi\). To use it, I need the shape of the barrier.

A linear edge and a linear escape law give a yield that grows as the cube of the excess photon energy near threshold, while reflection at an abrupt step changes the power to \(7/2\). What remains is to find the shape of the real barrier, and to see how well a cube-root plot then gives the threshold and the band offsets.
